\section*{How large is the threshold fluctuation from random fluorine ions?}

\section*{The question}

Negative fluorine ions placed in the barrier of an AlGaN/GaN transistor raise its threshold voltage and can make it normally off. The ions arrive at random, so two gates of the same size do not receive the same number. Suppose that the mean density is $n=10^{13}\,\mathrm{cm^{-2}}$, the ions lie $d=10$ nm below the gate, the gate measures $L\times W=100\times200$ nm, and the barrier has relative permittivity 9. How far does the threshold vary from device to device, and how does this variation scale?

\section*{What one sheet of ions does}

Let $z$ be the depth below the gate, $\phi(z)$ the electrostatic potential and $E=-d\phi/dz$ the field. Each ion carries charge $-e$, with $e>0$. First smear the ions into a uniform sheet at $z=d$ under a wide gate at voltage $V_G$. With $E_1$ above the sheet and $E_2$ below it, Gauss's law gives
\begin{equation}
\varepsilon(E_2-E_1)=-en ,\qquad E_1=E_2+\frac{en}{\varepsilon}.
\end{equation}
At a depth $z>d$, before any other charge is met,
\begin{align}
\phi(z)&=V_G-E_1d-E_2(z-d)\nonumber\\
&=\left(V_G-\frac{end}{\varepsilon}\right)-E_2z .
\end{align}
This is the potential of a structure without ions whose gate voltage is lower by $end/\varepsilon$. Everything deeper, including electrons that respond nonlinearly, receives the same boundary condition in both cases. To restore the channel the gate must be raised by
\begin{equation}
\overline{\Delta V}=\frac{end}{\varepsilon}.
\label{mean}
\end{equation}
The relevant distance is that from the gate to the ions, not from the ions to the channel. A charge close to the gate is almost cancelled by its image in the metal.

For $\varepsilon=9\varepsilon_0$ the constant $e/\varepsilon$ is 2.011 V nm. With $n=0.1\,\mathrm{nm^{-2}}$ the mean shift is $2.011\times0.1\times10=2.011$ V.

\section*{What one ion does}

Now let the ions be points, and let the channel be a plane at depth $h>d$. Take the permittivity as uniform and the gate metal as an infinite plane. Let $u$ be the rise of the electron's potential energy divided by $e$. At lateral distance $r$ from an ion, the ion and its opposite image give
\begin{equation}
u_1(r)=\frac{e}{4\pi\varepsilon}\left[\frac1{\sqrt{r^2+a^2}}-\frac1{\sqrt{r^2+b^2}}\right],
\label{ion}
\end{equation}
with $a=h-d$ and $b=h+d$. Its integral over a disc of radius $R$ is
\begin{equation}
\frac{e}{2\varepsilon}\left[\sqrt{R^2+a^2}-a-\sqrt{R^2+b^2}+b\right].
\end{equation}
As $R\to\infty$ the two roots cancel, because their difference is $(a^2-b^2)/(\sqrt{R^2+a^2}+\sqrt{R^2+b^2})$. What remains is $e(b-a)/2\varepsilon=ed/\varepsilon$. If edge losses are set aside, one ion therefore raises the average over the gate area $A=LW$ by
\begin{equation}
\delta V=\frac{ed}{\varepsilon A}=\frac{2.011\times10}{20000}\ \mathrm{V}=1.005\ \mathrm{mV}.
\end{equation}

\section*{The size of the fluctuation}

Divide the gate area into many small cells, each holding an ion with small probability $p$, independently of the others. The occupation of one cell has mean $p$ and variance $p-p^2$. Summed over cells, the mean number is $N=\sum p$ and the variance is $\sum p(1-p)$, which tends to $N$ when $p$ is small. This is the Poisson case. Since the averaged shift is $\delta V$ times the number of ions,
\begin{equation}
\sigma_V=\frac{ed}{\varepsilon A}\sqrt{nA}=\frac{ed}{\varepsilon}\sqrt{\frac nA}.
\label{sigma}
\end{equation}
Here $N=0.1\times20000=2000$ and $\sqrt N=44.72$, so
\begin{equation}
\sigma_V=44.72\times1.005\ \mathrm{mV}\simeq45\ \mathrm{mV}.
\end{equation}
This is one standard deviation of the area-averaged threshold, or 2.24\% of the mean shift.

Cells of finite size change little. If the ions occupy a layer 4 nm thick with roughly $4.4\times10^{22}$ sites per $\mathrm{cm^3}$, the filled fraction is $p=0.00057$. The factor $\sqrt{1-p}$ lowers $\sigma_V$ by about 0.03\%.

\section*{How it scales}

At fixed depth and density, $\sigma_V$, the spread of the area average, falls as $1/\sqrt A$. The threshold read from the subthreshold current of a short, wide gate falls more slowly with width, as shown below. A gate 1 $\mu$m long and 1 mm wide has $A=10^9\,\mathrm{nm^2}$ and $\sigma_V=0.2$ mV. At fixed depth and area, $\sigma_V$ grows as $\sqrt n$ while the mean shift grows as $n$.

A designer may instead hold the mean shift $M=end/\varepsilon$ fixed. Then $n=\varepsilon M/(ed)$, and (\ref{sigma}) becomes
\begin{equation}
\sigma_V=\frac{ed}{\varepsilon}\sqrt{\frac{\varepsilon M}{edA}}=\sqrt{\frac{e\,d\,M}{\varepsilon A}} .
\end{equation}
Shallower ions in greater number then give a smaller fluctuation. Halving $d$ and doubling $n$ reduces 45 mV to $45/\sqrt2=32$ mV, provided that all the added ions are charged and stay in place.

Ions do not all stop at one depth. Let the depths $d_i$ be independent, with mean $d$ and standard deviation $s$, and lie between gate and channel. The shift is $(e/\varepsilon A)\sum_i d_i$. For a given number of ions $m$, the sum has mean $md$ and variance $ms^2$. Adding the mean of this variance to the variance of the mean gives
\begin{equation}
\mathrm{Var}\sum_i d_i=Ns^2+Nd^2 .
\end{equation}
Thus $d$ in (\ref{sigma}) is replaced by $\sqrt{d^2+s^2}$. For $s=2$ nm the result rises by 2\%, from 45 to 46 mV. A broad profile matters more: one that decays exponentially from the gate over 5 nm and is cut at 15 nm has mean depth 4.2 nm and $\sqrt{d^2+s^2}/d\simeq1.3$.

\section*{Is the device normally off?}

Take a barrier of thickness $t=15$ nm with net positive polarization charge $en_p$ at its lower interface, $n_p=8\times10^{12}\,\mathrm{cm^{-2}}$. Let the gate barrier be $\phi_B=1.0$ V and the conduction-band offset $\Delta=0.3$ V, both as energies divided by $e$. Define threshold by a field-free buffer whose band edge touches the Fermi level at the interface.

Gauss's law at the interface then gives $E_2=-en_p/\varepsilon$ in the barrier below the ions, and $E_1=e(n-n_p)/\varepsilon$ above them. The barrier's band edge starts at $\phi_B-V_T$ at the gate, has slope $E$, and must end at $\Delta$:
\begin{equation}
\phi_B-V_T+\frac{e(n-n_p)d}{\varepsilon}-\frac{en_p(t-d)}{\varepsilon}=\Delta .
\end{equation}
The two terms in $n_pd$ cancel, leaving
\begin{equation}
V_T=\phi_B-\Delta-\frac{en_pt}{\varepsilon}+\frac{end}{\varepsilon}.
\end{equation}
Without fluorine, $V_T=1.0-0.3-2.011\times0.08\times15=-1.713$ V. With fluorine it is $+0.298$ V. The model device is normally off by $6.6\,\sigma_V$.

Systematic errors can use up this margin as well. By (\ref{mean}), a 1 nm error in mean depth moves the threshold by 201 mV, and a 1\% error in dose moves it by 20 mV. Neither shrinks with gate area. Ions 1.5 nm too shallow would remove the whole margin.

\section*{Does the current see the average?}

The potential also varies inside each device. Contributions of independent ions add in variance, so the local variance under a wide gate is $n\int u_1^2\,d^2r$. Squaring (\ref{ion}) requires
\begin{equation}
I=\int_0^\infty r\left[\frac1{\sqrt{r^2+a^2}}-\frac1{\sqrt{r^2+b^2}}\right]^2dr .
\end{equation}
The squared terms integrate to logarithms. For the cross term, differentiation shows that
\begin{equation}
\frac{d}{dr}\ln\!\left(\sqrt{r^2+a^2}+\sqrt{r^2+b^2}\right)=\frac{r}{\sqrt{r^2+a^2}\sqrt{r^2+b^2}} .
\end{equation}
Up to a large radius $R$ the integral is therefore
\begin{equation}
\ln\frac{R^2}{ab}-2\ln\frac{2R}{a+b}\;\longrightarrow\; I=\ln\frac{(a+b)^2}{4ab}=\ln\frac{h^2}{h^2-d^2}.
\end{equation}
With the prefactor $2\pi n(e/4\pi\varepsilon)^2$,
\begin{equation}
\sigma_{\rm loc}^2=\frac{ne^2}{8\pi\varepsilon^2}\ln\frac{h^2}{h^2-d^2}.
\end{equation}
Assume that the electrons are held 3 nm below the interface, so that $h=18$ nm. This requires a confining field in the buffer, which the field-free threshold model above leaves out and which would raise $V_T$ by about 0.5 V (a triangular well with this centroid needs about 0.27 MV/cm), more than the whole margin found above. Then $\sigma_{\rm loc}=77$ mV. This exceeds both $\sigma_V$ and the thermal voltage $v=kT/e=25.9$ mV at 300 K, so the use of an area average needs a justification.

In the subthreshold regime the local sheet conductance is $g=g_0e^{-u/v}$. At small drain bias the total conductance $G$ is the minimum of $\int g|\nabla\psi|^2d^2r$ over potentials $\psi$ that equal 1 and 0 at the two contacts. Because this is a minimum, a first-order change of $g$ can be evaluated with the undisturbed gradient $1/L$. Hence
\begin{equation}
\frac{\delta G}{G_0}=\frac1A\int\frac{\delta g}{g_0}\,d^2r=-\frac{\bar u}{v},\qquad
\Delta V_T=-v\ln\frac{G}{G_0}\simeq\bar u ,
\end{equation}
where $\bar u$ is the area average. A uniform part of $u$ may be large, since it multiplies $g$ by a common factor. The variation about the average must be small compared with $v$, and here it is not.

The error can be found numerically. The channel was divided into 4 nm squares joined by resistors with the above conductance, and the current was solved for 300 random ion arrangements. The ion pattern was repeated periodically, which removes edge losses. Inside one device the potential then varies by 69 mV. The same arrangements were used at both temperatures:
\begin{center}
\begin{tabular}{lcc}
 & 300 K & 450 K\\
Spread of threshold from current (mV) & 47.8 & 46.5\\
Mean of current threshold minus $\bar u$ (mV) & $-20$ & $-15$\\
Spread of this difference (mV) & 19 & 15
\end{tabular}
\end{center}
The area averages of these 300 devices have a spread of 44.1 mV, which agrees with 45 mV within the sampling error of about 4\%. Reading the threshold from the current raises the spread by 8\% at 300 K and by 5\% at 450 K in this sample; at 300 K other samples of 300 devices give between about 7\% and 12\%. In this network the mean threshold also lies below the value given by the average potential, by 20 mV at 300 K. For this gate shape the average thus remains a fair measure of the fluctuation, though not an exact one. It does not remain so for every shape. In a wider gate the current flows through parallel strips and the most open ones dominate. At 300 K and 100 nm length, a width of 800 nm gives a spread of about 28 mV against 22 mV for the average, with a mean offset near $-40$ mV. A width of 3200 nm gives about 19 mV against 11 mV, with an offset near $-50$ mV. For a gate 200 nm long and 100 nm wide the offset changes sign, to about $+16$ mV.

The network treats electrons as classical and dilute. If the mean level corresponds to $10^{10}\,\mathrm{cm^{-2}}$, a valley one standard deviation deep holds $1.5\times10^{11}\,\mathrm{cm^{-2}}$. This is well below the thermal state density $mkT/\pi\hbar^2=2.2\times10^{12}\,\mathrm{cm^{-2}}$ for an electron mass $m$ of 0.2 free masses. A valley two deviations deep would reach about that density. There degeneracy matters. Screening begins earlier. A small potential change $\delta$ alters a dilute sheet density $n_s$ by $n_s\delta/v$. By the sheet result (\ref{mean}), with $h$ in place of $d$, a broad change of this kind acts back on the potential with strength $(e h n_s/\varepsilon v)\,\delta$. For $n_s=1.5\times10^{11}\,\mathrm{cm^{-2}}$ the factor in brackets is about 2. For a valley only about 50 nm across the feedback is weaker, with a factor of about 1, but screening already matters there. The network omits both effects, so its figures can apply only further below threshold, where the valleys too are dilute. Keeping the feedback in a valley two deviations deep near 0.1 requires a mean level of about $10^8\,\mathrm{cm^{-2}}$. It also assumes that electrons scatter many times while crossing a hill or valley of the potential. These are roughly 50 nm across, while the mean free path at 300 K is about 6 nm for a mobility of 300 $\mathrm{cm^2/(V\,s)}$ and about 30 nm for 1500 $\mathrm{cm^2/(V\,s)}$. The resistor picture therefore suits a channel of low mobility and is doubtful for one of high mobility.

\section*{What the gate edges change}

The potential (\ref{ion}) has a long tail, and part of it falls outside a 100 nm gate. Suppose that ions lie only under the gate and that the surface beside it is held at a fixed potential. Averaging $u_1$ over the finite footprint then gives a mean channel-potential rise of 1.23 V instead of 2.01 V, and a fluctuation of 28 mV instead of 45 mV. These losses are large, but they are losses of channel potential, not yet of threshold voltage.

The gate's own influence is weakened in the same way. A surface voltage $V$ on the footprint, with zero outside, produces at depth $z$ the potential $V\int_AP_z\,d^2r'$, where
\begin{equation}
P_z(r)=\frac{z}{2\pi(r^2+z^2)^{3/2}} .
\end{equation}
Let $c(z)$ be this potential averaged over the footprint and divided by $V$. Since $d(r^2+z^2)^{-1/2}/dz=-2\pi P_z$, the ion potential can be written
\begin{equation}
u_1(r)=\frac{e}{2\varepsilon}\int_{h-d}^{h+d}P_z(r)\,dz .
\end{equation}
Averaging over channel points and ion positions gives the mean rise. Division by the gate coupling $c(h)$ converts it into gate voltage:
\begin{equation}
\overline{\Delta V}=\frac{end}{\varepsilon}\;\frac{1}{c(h)}\,\frac1{2d}\int_{h-d}^{h+d}c(z)\,dz .
\end{equation}
If $c$ is nearly linear over this range of depth, the last two factors multiply to one and the shift returns to 2.01 V. To the same approximation $c(h)=1.23/2.011=0.61$, and the fluctuation referred to the gate is $28/0.61\simeq46$ mV. The estimate of 45 mV therefore survives in this geometry, although the channel potential itself moves less. The curvature of $c$ is not evaluated here. Conducting source and drain regions would screen both influences, and their effect requires a full device solution.

\section*{Beside a real device}

The dose, the depth and the thinned barrier are in the range used for fluorine-treated AlGaN/GaN transistors; the values are rough. The 200 nm gate width is far from typical. Power and radio-frequency transistors are much wider, which makes their area-averaged Poisson fluctuation much smaller. In a short, wide gate, however, the subthreshold current follows the most open strips rather than the average, so (\ref{sigma}) underestimates the spread read from it. The estimate matters for very small devices, or for small parts of a wide one.

Real devices may break the assumption that every ion is charged. If each is charged independently with probability one half, the charged ions are again Poisson distributed with half the mean. The fluctuation drops to $45/\sqrt2=32$ mV, but the mean shift drops to 1.01 V. The example's threshold becomes $-0.71$ V, and the device is no longer normally off. Fluorine drift, traps and alloy disorder are also left out.

At threshold and low drain bias, the barrier field is 1.61 MV/cm below the ions and 0.40 MV/cm, in the opposite direction, above them. Breakdown fields are roughly a few MV/cm. With twice the ions at half the depth, the field above them would be 2.4 MV/cm, which limits how far the fluctuation can be reduced in that way. A large drain voltage adds field at the gate edge, which this estimate does not cover. The top of the barrier lies 1.1 eV above the channel's Fermi level. For an electron at that level, with the same mass, the semiclassical tunnelling probability to the gate is about $e^{-62}$, so direct tunnelling is negligible at threshold. Thermally assisted passage near the barrier top is more likely, with a factor of about $e^{-42}$ at 300 K, but it too gives only of order $10^{-12}\,\mathrm{A/cm^2}$. Leakage through defects is a separate matter.

Numbers in the example were calculated in double precision.
